# Hydrodynamic Plasmon Dispersion with a Weizsäcker Term, Compared with the RPA, part 1

(Sections cited here and not found follow in the second part.)

## The fluid equations and their density waves

Let $n(\mathbf r,t)$ be the number density of electrons and $\mathbf v(\mathbf r,t)$ their mean velocity. Hartree atomic units are used, so $\hbar$, the electron mass $m$ and the elementary charge are all one. Energies and angular frequencies are then both in hartree, lengths are in bohr, and a wavevector is also a momentum and a velocity. The undisturbed system is a uniform, unpolarised, three-dimensional electron gas at zero temperature, of density $n_0$, on a rigid positive background that cancels its mean charge. Its Fermi wavevector $k_F$ and plasma frequency $\omega_p$ are defined by

$$
n_0=\frac{k_F^3}{3\pi^2},\qquad \omega_p^2=4\pi n_0 ,
$$

and the Fermi velocity is $v_F=k_F$. Waves vary as $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$, with $q=|\mathbf q|$. Exchange, correlation and damping are left out throughout.

Quantum hydrodynamics replaces the many-electron state by the two fields $n$ and $\mathbf v$. For irrotational flow, $\mathbf v=\nabla S$, its energy is taken to be

$$
H[n,S]=\int \tfrac12 n|\nabla S|^2\,d^3r+G[n],\qquad
G=T_{TF}+\lambda T_W+E_H .
$$

The first term is the kinetic energy of the mean flow. The functional $G$ contains the Thomas-Fermi energy $T_{TF}$, the Weizsäcker gradient energy $T_W$ with a constant weight $\lambda>0$, and the electrostatic energy $E_H$ of the electrons and the background. The use of $G$, which describes a gas at rest, for a gas in motion is the central approximation. It supposes that the internal energy at each instant depends on the density at that instant and on nothing else.

The fields $n$ and $S$ are canonically conjugate, so that $\partial_t n=\delta H/\delta S$ and $\partial_t S=-\delta H/\delta n$. A variation $\delta S$ changes the energy by

$$
\delta H=\int n\nabla S\cdot\nabla\delta S\,d^3r=-\int \delta S\,\nabla\cdot(n\nabla S)\,d^3r ,
$$

where the boundary term vanishes for periodic or localised variations. The equations of motion are therefore

$$
\frac{\partial n}{\partial t}=-\nabla\cdot(n\mathbf v),\qquad
\frac{\partial S}{\partial t}=-\tfrac12|\nabla S|^2-\frac{\delta G}{\delta n}.
$$

The first is conservation of particles. The gradient of the second gives the acceleration. For curl-free flow $\nabla(v^2/2)=(\mathbf v\cdot\nabla)\mathbf v$, so

$$
\frac{\partial\mathbf v}{\partial t}+(\mathbf v\cdot\nabla)\mathbf v
=-\nabla\left(\mu_{TF}+\lambda\mu_W+\phi\right),
$$

where the three potentials are the functional derivatives of the three parts of $G$.

The Thomas-Fermi energy gives each volume element the kinetic energy of a uniform gas with the local density. With two spin states per wavevector, the energy per volume of a filled Fermi sphere is

$$
2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{k^2}{2}
=\frac{1}{2\pi^2}\int_0^{k_F}k^4\,dk=\frac{k_F^5}{10\pi^2}
=\frac{3}{10}(3\pi^2)^{2/3}n^{5/3}.
$$

The last form follows from $k_F=(3\pi^2n)^{1/3}$. One derivative with respect to $n$ gives the potential, and a second gives its change with density:

$$
\mu_{TF}=\tfrac12(3\pi^2n)^{2/3},\qquad
\left.\frac{d\mu_{TF}}{dn}\right|_{n_0}=\tfrac13(3\pi^2)^{2/3}n_0^{-1/3}=\frac{k_F^2}{3n_0}.
$$

The Weizsäcker energy is $T_W=\frac18\int|\nabla n|^2/n\,d^3r$. Both the numerator and the denominator vary, so

$$
\delta T_W=\frac18\int\left[\frac{2\nabla n\cdot\nabla\delta n}{n}-\frac{|\nabla n|^2}{n^2}\delta n\right]d^3r .
$$

Integrating the first term by parts turns it into $-\frac14\int\delta n\,\nabla\cdot(\nabla n/n)\,d^3r$. Since $\nabla\cdot(\nabla n/n)=\nabla^2n/n-|\nabla n|^2/n^2$, the two squared gradients combine as $\frac14-\frac18=\frac18$, and

$$
\mu_W=\frac{|\nabla n|^2}{8n^2}-\frac{\nabla^2n}{4n}.
$$

A second form is useful below. Put $n=R^2$, so that $\nabla n=2R\nabla R$ and $\nabla^2n=2|\nabla R|^2+2R\nabla^2R$. The first term of $\mu_W$ becomes $|\nabla R|^2/(2R^2)$. The second becomes $-|\nabla R|^2/(2R^2)-\nabla^2R/(2R)$. The squared gradients cancel, which leaves

$$
\mu_W=-\frac{\nabla^2\sqrt n}{2\sqrt n}.
$$

A finite-difference test of the energy on a strongly modulated density confirms the functional derivative.

Finally, $\phi$ is the electrostatic potential energy of one electron. An excess of electrons repels another electron, so the sign is $\nabla^2\phi=-4\pi(n-n_0)$.

Now let the disturbance be small: $n=n_0+n_1$, with $\mathbf v$ also of first order. The products $n_1\mathbf v$ and $(\mathbf v\cdot\nabla)\mathbf v$ are of second order and are dropped, as is $|\nabla n|^2$ in $\mu_W$. What remains is

$$
\frac{\partial n_1}{\partial t}=-n_0\nabla\cdot\mathbf v,\qquad
\frac{\partial\mathbf v}{\partial t}=-\nabla\left[\frac{k_F^2}{3n_0}n_1-\frac{\lambda}{4n_0}\nabla^2n_1+\phi_1\right].
$$

The velocity is eliminated by taking the time derivative of the first equation and inserting the divergence of the second. With $n_0\nabla^2\phi_1=-4\pi n_0n_1=-\omega_p^2n_1$ this gives

$$
\frac{\partial^2n_1}{\partial t^2}
=-\omega_p^2n_1+\frac{k_F^2}{3}\nabla^2n_1-\frac{\lambda}{4}\nabla^4n_1 .
$$

For a plane wave $\partial_t^2\to-\omega^2$, $\nabla^2\to-q^2$ and $\nabla^4\to q^4$. Changing the overall sign yields the dispersion relation

$$
\boxed{\;\omega^2=\omega_p^2+\beta^2q^2+\frac{\lambda q^4}{4},\qquad \beta^2=\frac{v_F^2}{3}\;}
$$

In ordinary units the last term of the frequency relation is $\lambda\hbar^2q^4/(4m^2)$. The three terms are three restoring forces. The Coulomb force does not weaken at long wavelength, because the factor $1/q^2$ in the potential cancels the $q^2$ from the two gradients. The Thomas-Fermi term is the resistance of a degenerate gas to compression. The Weizsäcker term is the cost of curvature in the density. All three are positive, so the uniform state is stable in this model and the wave is undamped at every $q$.

As an example take the round value $r_s=4$ bohr, where $r_s$ is the radius of a sphere holding one electron on average. Then $n_0=3/(4\pi r_s^3)=0.003730$ bohr$^{-3}$, $k_F=0.4798$ bohr$^{-1}$ and $\omega_p=0.2165$ hartree, or 5.89 eV. The Thomas-Fermi stiffness is $\beta^2=0.07673$ in atomic units. At $q=0.3$ bohr$^{-1}$ with $\lambda=1/9$,

$$
\omega^2=0.046875+0.07673\times0.09+\frac{0.0081}{36}
=0.046875+0.006906+0.000225=0.054006 ,
$$

so $\omega=0.2324$ hartree. The linearisation was tested by integrating the full nonlinear equations in time from a density ripple of relative amplitude $3\times10^{-4}$ and reading the period from the zero crossings. In five cases, with $q$ of 0.3 and 2.0 bohr$^{-1}$, the frequency agreed with the formula to better than one part in $10^5$; in one of them the Thomas-Fermi potential was multiplied by $9/5$ and $\beta^2$ correspondingly set to $3v_F^2/5$.

The value of $\lambda$ has a direct meaning in the free-particle limit. When the last term dominates, $\omega$ can be expanded for large $q$:

$$
\omega=\frac{\sqrt\lambda\,q^2}{2}\sqrt{1+\frac{4\beta^2}{\lambda q^2}+\frac{4\omega_p^2}{\lambda q^4}}
=\frac{\sqrt\lambda\,q^2}{2}+\frac{\beta^2}{\sqrt\lambda}+O(q^{-2}).
$$

The ratio of $\omega$ to $q^2/2$ tends to $\sqrt\lambda$. The energy of a free electron with momentum $q$ is $q^2/2$, so this limit requires $\lambda=1$; the choice $\lambda=1/9$ gives one third of it. The other route to the limit is to let $n_0\to0$ at fixed $q$. Then $\omega_p$ and $\beta$ both vanish and $\omega\to\sqrt\lambda\,q^2/2$ without a remaining offset.

For $\lambda=1$ the agreement goes beyond small waves. Write a single orbital as $\psi=Re^{iS}$ with real $R$ and $S$, and insert it in $i\partial_t\psi=-\frac12\nabla^2\psi+U\psi$. After division by $e^{iS}$,

$$
i\frac{\partial R}{\partial t}-R\frac{\partial S}{\partial t}
=-\tfrac12\left[\nabla^2R+2i\nabla R\cdot\nabla S+iR\nabla^2S-R|\nabla S|^2\right]+UR .
$$

The imaginary part, multiplied by $2R$, is $\partial_tR^2=-\nabla\cdot(R^2\nabla S)$, the continuity equation. The real part, divided by $-R$, is

$$
\frac{\partial S}{\partial t}=-\tfrac12|\nabla S|^2+\frac{\nabla^2R}{2R}-U .
$$

This is the fluid equation with $\lambda=1$, with the external potential $U$ in place of the Thomas-Fermi and Hartree potentials. The equivalence holds where $R\neq0$; at a node the phase $S$ is undefined. Since $\frac12|\nabla\psi|^2=\frac12|\nabla R|^2+\frac12R^2|\nabla S|^2$ and $|\nabla n|^2/(8n)=\frac12|\nabla R|^2$, the full Weizsäcker term together with the flow energy is the kinetic energy of electrons that share one orbital, and the Thomas-Fermi term is what Fermi statistics adds in this model.

For the free fluid, $U=0$, another value of $\lambda$ amounts to a rescaling. Setting $S=\sqrt\lambda\,\tilde S$ and $t=\tilde t/\sqrt\lambda$ removes $\lambda$ from both equations. A free motion with $\lambda=1/9$ is therefore the Schrödinger motion with the same initial density and three times the initial velocity, run three times more slowly. For a fluid released from rest it is the correct motion, three times too slow. In a test with a density ripple of 30 per cent and $q=1$ bohr$^{-1}$, released from rest and followed for 3 atomic units of time, the fluid with $\lambda=1$ reproduced the Schrödinger density to numerical accuracy. With $\lambda=1/9$ the largest error had grown to 0.26 of the mean density by the end of the run.

The stiffness $\beta^2$ needs similar care. The Thomas-Fermi value supposes that the Fermi surface remains a sphere while the gas is compressed. Without collisions, a fast wave does not allow this. Consider the semiclassical distribution $f(\mathbf r,\mathbf k,t)$ of electrons that move in the mean potential $\phi$:

$$
\frac{\partial f}{\partial t}+\mathbf k\cdot\nabla f-\nabla\phi\cdot\frac{\partial f}{\partial\mathbf k}=0 .
$$

Let $f_0$ be the filled sphere and let $\mathbf q$ lie along $z$. The first-order change satisfies $-i\omega f_1+iqk_zf_1-iq\phi_1\,\partial f_0/\partial k_z=0$, so

$$
f_1=\frac{q\phi_1}{qk_z-\omega}\,\frac{\partial f_0}{\partial k_z}.
$$

Integrating the kinetic equation over $\mathbf k$ gives $\omega n_1=qJ_1$, where $J_1$ is the current. Multiplying by $k_z$ first gives $\omega J_1=q\Pi_1+qn_0\phi_1$, where $\Pi_1$ is the change in the momentum flux $\int k_z^2f$. The term with $n_0$ comes from $\int k_z\,\partial f_0/\partial k_z=-n_0$. Elimination of $J_1$ and use of $\phi_1=4\pi n_1/q^2$ give

$$
\omega^2=\omega_p^2+\beta^2q^2,\qquad \beta^2=\frac{\Pi_1}{n_1}.
$$

The stiffness is thus a ratio of two integrals over $f_1$. A slice of the Fermi sphere at fixed $k_z$ has area $\pi(k_F^2-k_z^2)$, whose derivative is proportional to $k_z$. With $x=k_z/k_F$ and $s=\omega/(qv_F)$,

$$
\frac{\beta^2(s)}{v_F^2}=\frac{\displaystyle\int_{-1}^{1}\frac{x^3\,dx}{x-s}}{\displaystyle\int_{-1}^{1}\frac{x\,dx}{x-s}} .
$$

For $s=0$ this is $(2/3)/2=1/3$, the Thomas-Fermi value. In that case $f_1$ is spread evenly over the Fermi surface. For $s>1$ the denominators can be expanded with $1/(x-s)=-s^{-1}(1+x/s+x^2/s^2+x^3/s^3+\dots)$. Odd powers of $x$ integrate to zero, and

$$
\frac{\beta^2(s)}{v_F^2}
=\frac{\frac15+\frac1{7s^2}+\dots}{\frac13+\frac1{5s^2}+\dots}
=\frac35\left[1+\left(\frac57-\frac35\right)\frac1{s^2}+\dots\right]
=\frac35+\frac{12}{175\,s^2}+\dots
$$

The limit $3/5$ has a simple picture. A fast wave compresses the gas along $\mathbf q$ and stretches the distribution in $k_z$ in proportion to $n$, while the other two directions are unchanged. The pressure $n\langle k_z^2\rangle$ then grows as $n^3$. Its derivative is $3\langle k_z^2\rangle=3v_F^2/5$, because $\langle k_z^2\rangle=k_F^2/5$ in a filled sphere. A long plasma wave has $s\gg1$, since $\omega$ stays near $\omega_p$ while $qv_F$ becomes small. The Thomas-Fermi functional cannot supply this value, so in a hydrodynamic description it has to be put in as a dynamical correction.

The fluid equations give the dispersion relation $\omega^2=\omega_p^2+\beta^2q^2+\lambda q^4/4$; the free-particle limit requires $\lambda=1$, and a fast collisionless wave has a stiffness near $\frac35v_F^2$ instead of the Thomas-Fermi value $\frac13v_F^2$. It remains to compare the fluid with the random-phase approximation, for the plasmon, the loss spectrum and the static response.

Numbers in the example were calculated in double precision.
